# Parabolic-barrier tunnelling lowers the activation energy by kB T at 2Tc, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: differentiating the tunnelling factor

A hydrogen atom dissolved in copper sits in an interstitial site and now and then hops to the next one. Its hopping rate, measured at several temperatures and drawn as a logarithm against inverse temperature, gives a nearly straight line, and the slope is read as the height of the barrier between the sites. Hydrogen is light, however, and some hops pass through the barrier instead of over it. Tunnelling contributes relatively more as the sample cools, so the rate falls less steeply than it would without tunnelling. The question is by how much tunnelling lowers the slope, and at what temperature this lowering reaches the size of the thermal energy.

### What is compared

Write the rate as

$$k(T)=\kappa(T)\,k_{\rm ref}(T),\qquad \beta=\frac{1}{k_BT}.$$

Here $\kappa$ is the tunnelling factor and $k_{\rm ref}$ is the same rate with the passage over the barrier treated classically, so that $\kappa=1$. The local activation energy is the local slope of the Arrhenius plot,

$$E_a=-\frac{d\ln k}{d\beta},\qquad E_{\rm ref}=-\frac{d\ln k_{\rm ref}}{d\beta}.$$

Since $\ln k=\ln\kappa+\ln k_{\rm ref}$,

$$D\equiv E_{\rm ref}-E_a=\frac{d\ln\kappa}{d\beta}.$$

The quantity $D$ will be called the drop. It compares two rates at one temperature; it is not the change of one activation energy between two temperatures. If $k_{\rm ref}$ is a constant times $e^{-\beta V_0}$, with $V_0$ the barrier height, then $E_{\rm ref}=V_0$. If its prefactor is instead proportional to $T$, that is to $1/\beta$, then $E_{\rm ref}=V_0+k_BT$. The drop is the same in both cases, because it depends on $\kappa$ alone.

Near its top the barrier is taken to be an inverted parabola, $V(X)=V_0-\tfrac12m\omega_b^2X^2$, where $X$ is the position along the path, $m$ the mass of the atom and $\omega_b$ the barrier frequency. Motion along the path is assumed to be separable from the other motions, free of friction, and fed by atoms in thermal equilibrium. The crossover temperature is defined by

$$T_c=\frac{\hbar\omega_b}{2\pi k_B}.$$

The result to be shown is that $D=k_BT$ at $T=2T_c$, and at no other temperature above $T_c$.

### Transmission through the parabola

Measure energy from the barrier top in units of $\hbar\omega_b$, so that $\varepsilon=(E-V_0)/\hbar\omega_b$, and use the scaled position $q=X\sqrt{m\omega_b/\hbar}$ and its conjugate momentum $p$, with $[q,p]=i$. The Hamiltonian becomes

$$H=\tfrac12(p^2-q^2).$$

Introduce

$$u=\frac{p+q}{\sqrt2},\qquad v=\frac{p-q}{\sqrt2}.$$

Their commutator is $[u,v]=\tfrac12\left(-[p,q]+[q,p]\right)=\tfrac12(i+i)=i$. The products are $uv=\tfrac12(p^2-pq+qp-q^2)$ and $vu=\tfrac12(p^2+pq-qp-q^2)$, so

$$H=\tfrac12(uv+vu).$$

Classically $\dot q=p$ and $\dot p=q$, hence $\dot u=u$ and $\dot v=-v$. In the distant past $v$ is large: an atom arriving from the left has $q<0$ and $p>0$, so $v>0$. In the distant future $u$ is large: an atom leaving to the right has $u>0$, and one leaving to the left has $u<0$. The sign of $u$ therefore separates transmission from reflection.

With wave functions $\phi(v)$, the commutator is satisfied by $u=i\,d/dv$. The equation $H\phi=\varepsilon\phi$ reads

$$\tfrac{i}{2}\left[(v\phi)'+v\phi'\right]=i\left(v\phi'+\tfrac12\phi\right)=\varepsilon\phi ,$$

or $v\phi'=-(\tfrac12+i\varepsilon)\phi$. The solution for a wave that comes from the left alone is

$$\phi(v)=v^{-1/2-i\varepsilon}\ \ (v>0),\qquad \phi(v)=0\ \ (v<0).$$

The same state as a function of $u$ is its Fourier transform. With $s=\tfrac12-i\varepsilon$ and a small convergence factor $e^{-\eta v}$,

$$\psi(u)=\frac{1}{\sqrt{2\pi}}\int_0^\infty v^{s-1}e^{-(\eta-iu)v}\,dv=\frac{\Gamma(s)}{\sqrt{2\pi}}\,(\eta-iu)^{-s}.$$

As $\eta\to0^+$, the base $\eta-iu$ tends to $|u|e^{-i\pi/2}$ for $u>0$ and to $|u|e^{+i\pi/2}$ for $u<0$. Raised to the power $-s$, the phase becomes $e^{\pm i\pi s/2}$, with the upper sign for $u>0$. Its modulus is $e^{\pm\pi\varepsilon/2}$, because $i\pi(-i\varepsilon)/2=\pi\varepsilon/2$. Hence

$$|\psi(u)|^2=\frac{|\Gamma(\tfrac12-i\varepsilon)|^2}{2\pi|u|}\,e^{\pm\pi\varepsilon}.$$

To turn this density into a flux, write the time-dependent equation in $u$, where $v=-i\,d/du$. It is $\partial_t\psi=-(u\,\partial_u\psi+\tfrac12\psi)$, from which $\partial_t|\psi|^2=-\partial_u(u|\psi|^2)$. The outgoing flux on either side is thus $|u||\psi|^2$, which does not depend on $|u|$, as a stationary state requires. The transmitted and reflected fluxes are in the ratio $e^{\pi\varepsilon}/e^{-\pi\varepsilon}=e^{2\pi\varepsilon}$. Since the two probabilities add to one, the transmission probability is

$$P=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac{1}{1+e^{-2\pi\varepsilon}}.$$

At the barrier top $P=\tfrac12$. Direct integration of the Schrödinger equation at $\varepsilon=-0.3$, $0$ and $0.4$ reproduced this formula with a largest absolute deviation of $1.4\times10^{-6}$.

### The thermal average

In one dimension the equilibrium flux of atoms arriving with momentum between $p_X$ and $p_X+dp_X$ is proportional to $(p_X/m)\,e^{-\beta E}dp_X=e^{-\beta E}dE$. The crossing rate is proportional to $\int P(E)e^{-\beta E}dE$. For classical motion $P$ is a unit step at $V_0$, and the integral is $e^{-\beta V_0}/\beta$. The ratio of the two is the tunnelling factor:

$$\kappa=\beta\int_{-\infty}^{\infty}P(E)\,e^{-\beta(E-V_0)}\,dE .$$

The lower limit extends the parabola to unlimited depth, although a real well has a bottom. The cost of this is computed in the second half.

Set $t=2\pi\varepsilon$ and $a=\beta\hbar\omega_b/2\pi=T_c/T$. Then $\beta(E-V_0)=at$ and $\beta\,dE=a\,dt$, so

$$\kappa=a\,I(a),\qquad I(a)=\int_{-\infty}^{\infty}\frac{e^{-at}}{1+e^{-t}}\,dt .$$

For $t\to+\infty$ the integrand falls as $e^{-at}$. For $t\to-\infty$ it behaves as $e^{(1-a)t}$, which falls only if $a<1$. The integral exists for $0<a<1$, that is for $T>T_c$. Below $T_c$ the Boltzmann factor grows faster with depth than the transmission decreases, and the answer is governed by the way the real barrier departs from the parabola. At $T=0.95\,T_c$, moving the lower cut from $t=-50$ to $t=-100$ multiplies the computed $\kappa$ by 14.9.

To evaluate $I$, integrate $f(t)=e^{-at}/(1+e^{-t})$ counterclockwise around the rectangle whose lower side is the real axis and whose upper side is the line $\operatorname{Im}t=2\pi$. The short sides vanish as they move to infinity, by the decay just stated. On the upper side $f(t+2\pi i)=e^{-2\pi ia}f(t)$, and that side is traversed backwards. The one pole inside is at $t=i\pi$, where the derivative of the denominator is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi a}$. Therefore

$$\left(1-e^{-2\pi ia}\right)I=2\pi i\,e^{-i\pi a}.$$

Multiplication by $e^{i\pi a}$ gives $(e^{i\pi a}-e^{-i\pi a})I=2\pi i$, and the bracket is $2i\sin\pi a$. Hence

$$I(a)=\frac{\pi}{\sin\pi a},\qquad \kappa=\frac{x}{\sin x},\qquad x=\pi a=\frac{\beta\hbar\omega_b}{2}=\frac{\pi T_c}{T}.$$

### The logarithmic derivative

From $\ln\kappa=\ln x-\ln\sin x$ and $dx/d\beta=\hbar\omega_b/2=x/\beta$,

$$D=\left(\frac1x-\cot x\right)\frac{x}{\beta}=k_BT\,(1-x\cot x).$$

At $T=2T_c$ the argument is $x=\pi/2$, whose cotangent is zero. Then

$$D=k_BT=2k_BT_c=\frac{\hbar\omega_b}{\pi},\qquad \kappa=\frac{\pi}{2}.$$

No other temperature above $T_c$ has $D=k_BT$, because that requires $x\cot x=0$ with $0<x<\pi$, and

$$\frac{d}{dx}(x\cot x)=\cot x-\frac{x}{\sin^2x}=\frac{\sin2x-2x}{2\sin^2x}<0 .$$

The function decreases throughout the interval and can pass zero once only.

### Limits

At high temperature $x$ is small and $x\cot x\approx1-x^2/3$, so

$$D\approx\frac{k_BT\,x^2}{3}=\frac{(\hbar\omega_b)^2}{12\,k_BT}.$$

The drop then dies out as $1/T$. In the same regime $\kappa\approx1+x^2/6$. If this leading correction is used beyond its range, it gives

$$\frac{D}{k_BT}=\beta\frac{d\ln\kappa}{d\beta}=\frac{x^2/3}{1+x^2/6},$$

which is 0.583 at $x=\pi/2$, in place of 1. At twice the crossover temperature the leading correction to $\kappa$ therefore misses about 42 per cent of the drop.

Close to $T_c$, put $x=\pi-\delta$ with $\delta=\pi(1-T_c/T)$ small. Then $\cot x\approx-1/\delta$ and $D\approx k_BT\,\pi/\delta=k_BT^2/(T-T_c)$. This divergence belongs to the bottomless parabola. For a real barrier the formula fails before $T_c$ is reached.

### Numbers for hydrogen in copper

Take $V_0=0.40$ eV and $\hbar\omega_b=0.10$ eV, rough round values for hydrogen in copper, and a constant prefactor in $k_{\rm ref}$. The definition of $T_c$ gives 184.7 K, so $2T_c=369.4$ K. There

$$D=\frac{0.10\ \text{eV}}{\pi}=0.0318\ \text{eV},\qquad E_a=0.40-0.0318=0.368\ \text{eV}.$$

At other temperatures, with the barrier held fixed:

| $T/T_c$ | $T$ (K) | $\kappa$ | $D$ (eV) | $D/k_BT$ |
|---|---|---|---|---|
| 1.25 | 231 | 4.28 | 0.089 | 4.46 |
| 1.5 | 277 | 2.42 | 0.053 | 2.21 |
| 2 | 369 | 1.57 | 0.032 | 1.00 |
| 3 | 554 | 1.21 | 0.019 | 0.40 |
| 5 | 923 | 1.07 | 0.011 | 0.14 |

The rows closest to $T_c$ describe the pure parabola and should not be read as predictions for hydrogen in copper. A barrier of the same height and curvature that flattens out towards the wells, the Eckart barrier of the second half, gives a drop of 0.057 eV at $1.25\,T_c$ and 0.043 eV at $1.5\,T_c$.

A measured slope comes from a range of temperatures. The line through the rates at 320 K and 420 K has a drop of 0.0328 eV, about 3 per cent above the local value at $2T_c$. To see why, differentiate $D=1/\beta-(\hbar\omega_b/2)\cot x$ once more:

$$\frac{dD}{d\beta}=-\frac1{\beta^2}+\left(\frac{\hbar\omega_b}{2}\right)^2\frac{1}{\sin^2x}=(k_BT)^2\left(\frac{x^2}{\sin^2x}-1\right)>0 .$$

The drop grows on cooling. The midpoint of the range in $1/T$ lies at $2\times320\times420/740=363$ K, slightly colder than $2T_c$. There $\beta$ is larger by $(369.38/363.24-1)/0.03183=0.53$ eV$^{-1}$, and the derivative at $2T_c$ is $(0.0318)^2(\pi^2/4-1)=0.0015$ eV$^2$. Their product, 0.0008 eV, accounts for most of the difference of 0.0010 eV; the rest comes from the higher terms of the expansion in $\beta$.

## Second derivation: the mean energy of the crossing flux

The symbols carried over are these. The barrier has height $V_0$ and frequency $\omega_b$; $\beta=1/k_BT$; $T_c=\hbar\omega_b/2\pi k_B$ and $a=T_c/T$. The scaled energy from the barrier top is $t=2\pi(E-V_0)/\hbar\omega_b$, the transmission probability is $P=1/(1+e^{-t})$, and $I(a)=\int e^{-at}P\,dt=\pi/\sin\pi a$. The drop $D=E_{\rm ref}-E_a$ is the amount by which tunnelling lowers the local activation energy at a given temperature. The first half found $D=k_BT(1-\pi a\cot\pi a)$. The proof below that $D=k_BT$ at $2T_c$ uses neither this formula nor the closed form of $I(a)$; the latter returns only afterwards, for the width of the distribution and the correction for a barrier with feet.

### Activation energy as a mean energy

Apart from factors common to $k$ and $k_{\rm ref}$, the rate is $\int P(E)e^{-\beta E}dE$. The probability $P$ depends on energy but not on temperature, so

$$-\frac{d}{d\beta}\ln\int P\,e^{-\beta E}dE=\frac{\int E\,P\,e^{-\beta E}dE}{\int P\,e^{-\beta E}dE}=\langle E\rangle .$$

This is the mean energy, along the path, of the atoms that get across. For classical motion $P$ is a step at $V_0$, the crossing atoms have the distribution $e^{-\beta(E-V_0)}$ above $V_0$, and their mean energy is $V_0+k_BT$. The common factors cancel in the difference of the two slopes:

$$D=\langle E\rangle_{\rm classical}-\langle E\rangle=V_0+k_BT-\langle E\rangle .$$

The drop equals $k_BT$ when the mean energy of the crossing atoms is the energy of the barrier top.

At $T=2T_c$, where $a=\tfrac12$, the weight of the crossing atoms in $t$ is

$$w(t)=\frac{e^{-t/2}}{1+e^{-t}}=\frac{1}{e^{t/2}+e^{-t/2}}=\frac{1}{2\cosh(t/2)},$$

after multiplying numerator and denominator by $e^{t/2}$. This is an even function of $t$. Its mean is zero, so $\langle E\rangle=V_0$ and $D=k_BT$. No integral had to be evaluated.

Uniqueness follows as well. Differentiating the mean of $t$ with respect to $a$ brings down another factor $-t$ in the numerator and in the normalization, so

$$\frac{d\langle t\rangle}{da}=-\left(\langle t^2\rangle-\langle t\rangle^2\right)<0 .$$

The mean falls steadily as the temperature is lowered and can vanish only once.

The symmetry also shows what happens at this temperature. Half of the successful crossings are made below the barrier top and half above it. Since $\kappa=\pi/2$, each half amounts to $\pi/4\approx0.79$ of the classical rate. The part above the top is smaller than the classical rate because some atoms with enough energy are reflected; the part below the top more than makes up for this loss.

The width of the distribution follows from the known $I(a)$. With $a=\tfrac12+b$ it reads

$$\int_{-\infty}^{\infty}\frac{e^{-bt}}{2\cosh(t/2)}\,dt=\frac{\pi}{\cos\pi b}=\pi+\frac{\pi^3b^2}{2}+\dots$$

On the left, the term in $b^2$ is $\tfrac12b^2\int t^2w\,dt$. Comparing powers gives $\int w\,dt=\pi$ and $\int t^2w\,dt=\pi^3$, so $\langle t^2\rangle=\pi^2$. The root-mean-square spread of energy is $\pi\hbar\omega_b/2\pi=\hbar\omega_b/2$, which is 0.05 eV in the example. About 95 per cent of the crossings have energies within two such spreads of the barrier top, so the shape of the barrier matters most there.

For a parabolic barrier, both derivations show that tunnelling lowers the local activation energy by exactly $k_BT$ at $T=2T_c$, and at no other temperature above $T_c$. What remains is to see how the drop changes for deuterium and for a barrier that flattens towards the wells, how the bound vibrations affect the activation energy, and what each derivation assumes.
